# Why Core Eigenvalues from Two Periodic Calculations Need a Common Reference

**Q:** I want to know how an adlayer changes the core level of the metal atom beneath it. I ran two periodic slab calculations with the same functional and the same description of the atoms. The core eigenvalue of the surface atom is $-4.29899$ Ha for the clean slab and $-4.30157$ Ha for the covered one. The difference is $-0.00258$ Ha, or $-0.07$ eV, so the adlayer binds the core electron more strongly. Is there anything left to do?

**A:** Yes. Those two numbers are measured from different zeros of energy. Before we repair that, tell me exactly what you calculated.

**Q:** It is a model metal, not a particular element. The clean slab has thirteen parallel planes of positive charge, $3.5$ bohr apart. Each carries $0.05\,e/\text{bohr}^2$, smeared along the normal $z$ into a Gaussian of width $0.8$ bohr. The valence electrons move freely in the plane, and their motion along $z$ is solved self-consistently with local exchange and Wigner correlation. The core level is the lowest state of a test electron in a narrow well on one plane, added to the valence potential. The valence electrons do not feel the well, and the core charge is frozen into the positive planes.

The covered slab has an extra plane of $0.02\,e/\text{bohr}^2$ on each face, $4.5$ bohr outside the last metal plane. It needed more room, so its cell is $100$ bohr long, while the clean cell is $80$ bohr long. Surely empty space cannot matter to a core electron?

**A:** It does not matter to the electron, but it matters to the number you read. Let $v$ be the electrostatic potential energy of an electron, $n$ the electron density and $n_+$ the density of positive charge, both averaged over the plane. In Hartree atomic units Poisson's equation reads
$$
-v''(z)=4\pi\,[n(z)-n_+(z)] .
$$
The sign is that of repulsion: an electron has a high energy where other electrons pile up. In a periodic cell we expand in plane waves $e^{iGz}$. Each second derivative brings down $-G^2$, so
$$
G^2\,v(G)=4\pi\,[n(G)-n_+(G)] .
$$
For $G\neq0$ we divide by $G^2$. For $G=0$ the left side is zero times $v(0)$, and the right side is zero because the cell is neutral. The equation is satisfied by any $v(0)$, which is the average of $v$ over the cell. The usual convention, used in your calculations, sets it to zero.

**Q:** If the constant is arbitrary, why does it not spoil everything else, such as the total energy?

**A:** Add a constant $C$ to $v$. If $H\psi=\varepsilon\psi$, then
$$
(H+C)\psi=(\varepsilon+C)\psi .
$$
The orbitals are the same and every eigenvalue moves by $C$. The Fermi level $E_F$ also moves by $C$, so the occupations and the density are unchanged. The electrostatic energy of the smeared charges is $\tfrac12\int(n-n_+)\,v$, and it changes by
$$
\tfrac12\,C\int(n-n_+)=0 ,
$$
because the cell is neutral. Total energies of neutral cells are therefore free of the constant. A single eigenvalue is not.

**Q:** Both my calculations use the same convention, though. The average is zero in both. Is that not a common reference?

**A:** It is a common rule, but it does not pick out a common physical level. The average depends on how much of the cell is metal and how much is vacuum, and on how the charge is arranged at the surface. We can work out where the vacuum level falls under this rule.

Put the slab in the middle of a cell running from $-L/2$ to $L/2$. Assume it is neutral and mirror symmetric, with negligible charge at the cell edges. The vacuum level is then $V_\text{vac}=v(\pm L/2)$. Exchange and correlation vanish far outside in your local approximation, so the electrostatic part is enough. Integrate the potential by parts:
$$
\int v\,dz=\bigl[z\,v\bigr]_{-L/2}^{L/2}-\int z\,v'\,dz .
$$
The bracket is $\tfrac L2V_\text{vac}+\tfrac L2V_\text{vac}=L\,V_\text{vac}$. Integrate the remaining term by parts again:
$$
\int z\,v'\,dz=\Bigl[\tfrac{z^2}{2}v'\Bigr]_{-L/2}^{L/2}-\tfrac12\int z^2v''\,dz .
$$
Here the bracket vanishes. Mirror symmetry makes $v'$ odd, so $v'(L/2)=-v'(-L/2)$, while periodicity makes the two values equal, so both are zero. Inserting $v''=4\pi(n_+-n)$ gives
$$
\int v\,dz=L\,V_\text{vac}+2\pi Q,\qquad Q=\int z^2\,(n_+-n)\,dz .
$$
The convention makes the left side zero, and therefore
$$
V_\text{vac}=-\frac{2\pi Q}{L}.
$$

**Q:** What does the sign of $Q$ tell me?

**A:** The factor $z^2$ gives most weight to charge far from the centre. In your slabs the electrons are spread more widely than the positive charge, between the planes and above all beyond the outermost ones, and $Q$ is negative: $-1.0134\,e$ for the clean slab. The vacuum level is then positive, which means that it lies above the cell average. In the cell of $80$ bohr,
$$
V_\text{vac}=\frac{2\pi\times1.0134}{80}=0.0796\ \text{Ha},
$$
and in a cell of $100$ bohr it is $0.0637$ Ha. The potential obtained from the Fourier components has these same values at the cell edge.

**Q:** So the vacuum level depends on the cell. How does that reach the core eigenvalue?

**A:** Compare the slab in the cell with the same slab alone in space, where we choose the potential to vanish far away. Inside the cell both potentials obey Poisson's equation with the same charge, so their difference has zero second derivative and is a straight line. Mirror symmetry forbids a slope, which leaves a constant. At the cell edge that constant is $V_\text{vac}$. By the argument about $C$, it changes no density, so the two problems have the same self-consistent solution as long as the density tails fit in the cell. Every eigenvalue is shifted by the same amount:
$$
\varepsilon_\text{raw}(L)=\varepsilon_\text{isolated}-\frac{2\pi Q}{L}.
$$
For one and the same atom in two cells, $\varepsilon_\text{isolated}$ cancels:
$$
\varepsilon_\text{raw}(L_2)-\varepsilon_\text{raw}(L_1)=-2\pi Q\left(\frac1{L_2}-\frac1{L_1}\right).
$$
With $L_1=80$ and $L_2=100$ bohr the bracket is $-0.0025\ \text{bohr}^{-1}$, and the clean slab should give
$$
2\pi\times1.0134\times(-0.0025)=-0.0159\ \text{Ha}=-0.43\ \text{eV}.
$$

**Q:** That is a prediction from the charge in the short cell. Does the eigenvalue really do that?

**A:** It does. Diagonalization in the longer cell gives $-4.31491$ Ha for the clean surface atom, against your $-4.29899$ Ha, a change of $-0.01592$ Ha. Nothing has happened to the atom. You have added $20$ bohr of empty space, and the raw eigenvalue has moved by six times the shift you wanted to interpret.

**Q:** Then my mistake was to use unequal cells. With both slabs in $100$ bohr I get $-4.30157+4.31491=0.01334$ Ha, which is $0.36$ eV. Now even the sign is different. Is this the right answer?

**A:** Not yet. Equal cells remove the difference in $L$, but not the difference in $Q$. Call the clean slab A and the covered slab B. Subtracting the formula for A from that for B at the same $L$ gives
$$
\Delta\varepsilon_\text{raw}=\Delta\varepsilon_\text{isolated}-\frac{2\pi(Q_B-Q_A)}{L}.
$$
The covered slab has $Q_B=-0.9944\,e$, so $Q_B-Q_A=0.0190\,e$, and the last term is
$$
-\frac{2\pi\times0.0190}{100}=-0.0012\ \text{Ha}=-0.03\ \text{eV}.
$$
The adlayer brings its own positive charge and electrons, and it rearranges the charge at the surface. Both effects move the vacuum level relative to the cell average, and here they largely cancel.

**Q:** An error of $0.03$ eV out of $0.36$ eV I could live with. And it falls as $1/L$, so a larger cell would remove it.

**A:** Look at what you would converge to. As $L$ grows, the cell becomes mostly vacuum and its average approaches the vacuum level. The raw difference in equal cells then tends to $\Delta\varepsilon_\text{isolated}$, the shift measured from the vacuum level. That is one legitimate quantity, but perhaps not the one you want.

It is also an expensive way to get it. To bring the last term below $0.01$ eV, or $3.7\times10^{-4}$ Ha, you need $L>2\pi\times0.0190/(3.7\times10^{-4})$, about $320$ bohr. With unequal cells the whole $Q$ enters instead of its change. To bring $2\pi|Q|/L$ itself below $0.01$ eV would take about $17\,000$ bohr. Subtracting $V_\text{vac}$ costs nothing.

**Q:** Then let me subtract it. For the clean slab the vacuum level is $0.06367$ Ha, and for the covered one $0.06248$ Ha.

**A:** The vacuum-aligned shift is the raw shift minus the change in the vacuum level:
$$
\Delta_\text{vac}=0.01334-(0.06248-0.06367)=0.01453\ \text{Ha}=0.40\ \text{eV}.
$$
This can be checked without a periodic potential. For a single slab in empty space the potential is the direct sum over charged planes,
$$
v(z)=-2\pi\int|z-z'|\,[n(z')-n_+(z')]\,dz' .
$$
It solves Poisson's equation because the second derivative of $|z-z'|$ is $2\delta(z-z')$. Outside the charge, to the right, $|z-z'|=z-z'$, and the integral contains only the total charge and the dipole moment. Both are zero, so $v=0$ there, and likewise on the left. With the density and the exchange-correlation potential taken from the periodic calculation, the core levels of the surface atoms and the Fermi levels in this potential agree with the vacuum-aligned periodic ones to about $5\times10^{-6}$ Ha, for all three slabs.

**Q:** So the answer is $0.40$ eV.

**A:** It is the answer to one question: by how much does the adlayer change the energy needed to take the core electron to rest in the vacuum just outside that surface, within the eigenvalue approximation? The eigenvalue rises towards the vacuum level, so that energy falls by $0.40$ eV. Photoemission from a metal usually poses another. Sample and spectrometer are in electrical contact, so they share a Fermi level. Let the binding energy be $E_B=E_F-\varepsilon$. The electron starts at $E_F-E_B$ and absorbs a photon of energy $\hbar\omega$. The vacuum level at the spectrometer is $E_F+W_\text{sp}$, where $W_\text{sp}$ is the work function of the spectrometer. The kinetic energy measured there is
$$
E_\text{kin}=(E_F-E_B+\hbar\omega)-(E_F+W_\text{sp})=\hbar\omega-E_B-W_\text{sp}.
$$
The work function of the sample has dropped out. For this measurement you need the change of $\varepsilon-E_F$.

**Q:** My raw Fermi levels in the $100$ bohr cells are $-0.07845$ Ha for the clean slab and $-0.06630$ Ha for the covered one.

**A:** They carry the same constants as the core levels, so the constants cancel:
$$
\Delta_F=0.01334-(-0.06630+0.07845)=0.00119\ \text{Ha}=0.03\ \text{eV}.
$$
The eigenvalue rises slightly towards the Fermi level, so the binding energy falls by $0.03$ eV. Your first figure had the wrong sign, and your second was about eleven times too large.

**Q:** How can $0.40$ eV and $0.03$ eV both be right?

**A:** They differ by the change in the work function $W=V_\text{vac}-E_F$. For each slab,
$$
\varepsilon-E_F=(\varepsilon-V_\text{vac})+(V_\text{vac}-E_F)=(\varepsilon-V_\text{vac})+W .
$$
Taking the difference between covered and clean gives
$$
\Delta_F=\Delta_\text{vac}+\Delta W .
$$
The clean slab has $W=0.06367+0.07845=0.14212$ Ha, or $3.87$ eV. The covered one has $W=0.06248+0.06630=0.12878$ Ha, or $3.50$ eV. Thus $\Delta W=-0.01334$ Ha, and $0.01453-0.01334=0.00119$ Ha, as it must be. Most of the vacuum-aligned shift is the lowering of the work function. Relative to the metal's own electrons the core level has hardly moved.

**Q:** My raw shift in equal cells was $+0.01334$ Ha, and $\Delta W$ is $-0.01334$ Ha. Does the raw shift measure the work function?

**A:** No, that agreement is an accident of this cell length. From the definitions, $\Delta\varepsilon_\text{raw}=\Delta_\text{vac}+\Delta V_\text{vac}$, while $-\Delta W=\Delta_\text{vac}-\Delta_F$. The two are equal if $\Delta V_\text{vac}=-\Delta_F$. At $L=100$ bohr, $\Delta V_\text{vac}$ happens to be $-0.00119$ Ha. In a cell twice as long it would be half of that, with $\Delta_F$ and $\Delta W$ unchanged, and the agreement would be gone.

**Q:** Could I avoid both levels by using an atom deep inside the slab? It should not notice the adlayer.

**A:** Yes, if it really does not notice. Two eigenvalues from the same calculation contain the same constant, so their difference needs no alignment. In the clean slab the central atom lies at $-4.31964$ Ha, and the surface atom is higher by $0.00473$ Ha, or $0.13$ eV. In the covered slab the central atom lies at $-4.30747$ Ha, and the surface atom is higher by $0.00590$ Ha. The change is
$$
\Delta_\text{shared}=0.00590-0.00473\approx0.0012\ \text{Ha}=0.03\ \text{eV},
$$
the same as the Fermi-aligned result at this precision.

**Q:** Is that agreement guaranteed?

**A:** No. Write $\varepsilon_s$ for the surface atom and $\varepsilon_c$ for the central one. Then
$$
\varepsilon_s-E_F=(\varepsilon_s-\varepsilon_c)+(\varepsilon_c-E_F),
$$
and the change from clean to covered is
$$
\Delta_F=\Delta_\text{shared}+\Delta(\varepsilon_c-E_F).
$$
The two alignments agree when the central core level keeps its distance from the Fermi level. In a thick metal slab screening ensures this: the interior returns to its bulk density, and with it to the bulk separation of core level and Fermi level. Here the last term is about $0.001$ eV, which is partly luck: it is $+0.003$ eV for eleven planes and $-0.007$ eV for fifteen. It does not fall smoothly with thickness but changes sign, and in slabs of only a few planes it can be as large as the shift itself. The two alignments then disagree, and the thickness must be converged before either is quoted. In a semiconductor, charge at the surface can bend the bands over a long distance. The shared atom then removes the bending common to it and the surface atom, whereas the Fermi-aligned shift includes it.

**Q:** Could the bulk-like atom come from a separate bulk calculation? That cell has no surface at all.

**A:** Its eigenvalue still needs alignment, and here the raw error is largest. In a bulk cell of the same metal the core level is $-4.24513$ Ha. The central atom of the clean slab in $100$ bohr is at $-4.31964$ Ha, which is lower by $0.0745$ Ha, or $2.0$ eV, although the two atoms have nearly the same surroundings.

A rough estimate explains the size. The metal occupies about $13\times3.5=45.5$ bohr, a fraction $f=0.455$ of the cell. Let $v_\text{in}$ be the average potential inside it and neglect the width of the surface region. Zero average then means
$$
f\,v_\text{in}+(1-f)\,V_\text{vac}=0,
$$
so that
$$
v_\text{in}=-\frac{1-f}{f}\,V_\text{vac}=-\frac{0.545}{0.455}\times0.0637=-0.076\ \text{Ha}.
$$
In the bulk cell the average inside the metal is zero, because there is nothing but metal. The slab's interior should therefore appear about $0.076$ Ha lower, close to the $0.0745$ Ha found.

**Q:** And a bulk cell has no vacuum level to subtract.

**A:** Right, so use the Fermi level. It is $-0.00359$ Ha in the bulk cell and $-0.07845$ Ha in the slab. The slab's Fermi level is lower by $0.07486$ Ha, which cancels the difference of $0.07451$ Ha in the core levels up to about $0.01$ eV. Most of this remainder comes from the coarse sampling of electron states in the bulk cell, which holds $24$ planes. With dense sampling the bulk core level is unchanged, the bulk Fermi level moves to $-0.0039$ Ha, and the remainder falls to about $0.001$ eV. The finite thickness of the slab adds a part that oscillates with the number of planes, up to about $0.006$ eV for slabs of eleven to twenty-one planes.

**Q:** Does the Fermi level work for an insulator too?

**A:** Not by itself. In a gap, the Fermi level depends on doping and defects, and the value reported for an ideal insulator at zero temperature may be placed anywhere between the highest filled and lowest empty state. Use a shared bulk-like atom, the bulk valence-band edge, or the vacuum level, and say which.

The vacuum level has its own condition. Our formula assumed a mirror-symmetric slab. If the two faces differ, there can be a different vacuum level on each side. You must then name the face, and the periodic cell needs a treatment of the dipole that allows the two levels to differ. In a metal slab the Fermi level is still common to both faces.

**Q:** My next calculation will be a PAW calculation for a real metal. Does anything change?

**A:** The principle does not. The core eigenvalue is found from the potential near the nucleus, which is joined to the potential of the whole cell and inherits its constant. What may change is which potential is averaged: some calculations set to zero the average of a smoothed potential, in which the nuclei are replaced by softer charges. The moment $Q$ computed from the true charge then need not give the printed vacuum level. Read $V_\text{vac}$ from the flat region of the electrostatic potential instead (the exchange-correlation part dies off only slowly in the vacuum), and make sure that it, $E_F$ and $\varepsilon$ are given on the same zero. Use the same PAW data set for the atom in both calculations, since alignment to $E_F$ or $V_\text{vac}$ does not remove a difference between data sets. A shared atom can cancel the part of such a difference that is common to it and the surface atom, but it leaves whatever is not common.

**Q:** With all that done, may I compare $0.03$ eV with a measured shift?

**A:** With care, even for a real metal. An eigenvalue difference is an initial-state shift: it describes the potential felt by the core electron before it leaves. The other electrons then relax around the core hole, and they may do so differently at a clean and at a covered surface. One way to include this is a difference of total energies, with a core hole on the chosen atom and the missing electron placed at the Fermi level. That cell is neutral, so its total energy is free of the arbitrary constant, and the result is a binding energy relative to $E_F$.

For the present model with thirteen planes, the statement you can make is this: the adlayer raises the surface core eigenvalue by $0.03$ eV relative to the Fermi level and by $0.40$ eV relative to the vacuum level. Neither figure is converged in thickness: among slabs of eleven to twenty-one planes the first still ranges from about $0.023$ to $0.041$ eV, and the second from about $0.37$ to $0.44$ eV. The raw shifts of $-0.07$ eV and $0.36$ eV also contain the choice of cell. The numerical output lists the levels of the thirteen-plane slabs and of the bulk cell, so you can repeat each subtraction made for them.

## Table of computed values

```
layers 13, plane spacing 3.5 bohr
charge per plane 0.05 e/bohr^2, width 0.8 bohr
adlayer charge 0.02 e/bohr^2, distance 4.5 bohr
core well depth 6.0 Ha, width 0.5 bohr
grid step 0.25 bohr; 1 Ha = 27.2114 eV
[clean, short cell] L = 80.0 bohr
  raw core level, surface atom -4.29899 Ha
  raw core level, central atom -4.30372 Ha
  raw Fermi level -0.06253 Ha
  raw vacuum level 0.07959 Ha
  charge moment Q -1.01340 e
[clean, long cell] L = 100.0 bohr
  raw core level, surface atom -4.31491 Ha
  raw core level, central atom -4.31964 Ha
  raw Fermi level -0.07845 Ha
  raw vacuum level 0.06367 Ha
  charge moment Q -1.01340 e
[covered, long cell] L = 100.0 bohr
  raw core level, surface atom -4.30157 Ha
  raw core level, central atom -4.30747 Ha
  raw Fermi level -0.06630 Ha
  raw vacuum level 0.06248 Ha
  charge moment Q -0.99440 e
[bulk cell] layers 24, L = 84.0 bohr
  raw core level -4.24513 Ha
  raw Fermi level -0.00359 Ha
Same clean surface atom, long cell minus short cell:
  raw -0.01592 Ha = -0.433 eV
  predicted from Q of short cell -0.01592 Ha
  Fermi-aligned 1.9e-11 Ha
  vacuum-aligned 1.2e-08 Ha
  shared-atom-aligned -1.0e-11 Ha
largest deviation from isolated slab 5.1e-06 Ha
Central slab atom (clean, long cell) minus bulk-cell atom:
  raw -2.028 eV
  Fermi-aligned 0.009 eV
Surface atom, covered minus clean:
  raw, unequal cells -0.070 eV
  raw, equal cells 0.363 eV
  Fermi-aligned 0.00119 Ha = 0.033 eV
  vacuum-aligned 0.01453 Ha = 0.395 eV
  shared-atom 0.00118 Ha = 0.032 eV
central atom, covered minus clean, Fermi-aligned 0.001 eV
work function, clean 3.867 eV
work function, covered 3.504 eV
work function change -0.363 eV
surface minus central atom, clean slab 0.129 eV
```
